\section*{McWeeny purification near a projector: which errors it removes and keeps}

Take two orthonormal orbitals, the first occupied and the second empty. The correct density matrix is then $P_0=\mathrm{diag}(1,0)$. McWeeny's map
\begin{equation}
f(P)=3P^2-2P^3
\end{equation}
leaves $P_0$ as it is, because $P_0^2=P_0$. Suppose first that the two occupations are slightly wrong but the orbitals are right, so that $P=\mathrm{diag}(1+a,c)$ with small real $a$ and $c$. The map then acts on each number separately:
\begin{align}
f(1+a)&=3(1+2a+a^2)-2(1+3a+3a^2+a^3)=1-3a^2-2a^3,\\
f(c)&=3c^2-2c^3 .
\end{align}
The terms linear in $a$ and $c$ are gone after one step. Now let the occupations be right and put the error in the off-diagonal element:
\begin{equation}
P=\begin{pmatrix}1&b\\ b&0\end{pmatrix},\quad
P^2=\begin{pmatrix}1+b^2&b\\ b&b^2\end{pmatrix},\quad
P^3=\begin{pmatrix}1+2b^2&b+b^3\\ b+b^3&b^2\end{pmatrix}.
\end{equation}
Three times the second matrix minus twice the third is
\begin{equation}
f(P)=\begin{pmatrix}1-b^2&b-2b^3\\ b-2b^3&b^2\end{pmatrix}.
\end{equation}
The linear error $b$ has survived. What the map has changed is the diagonal, by just the amount $\mp b^2$ that makes the matrix idempotent to second order. It has accepted the wrong orbital and given it a proper occupation.

The same division holds for any number of orbitals. Let the basis be orthonormal with $n$ functions, and let $P_0$ be a Hermitian projector of rank $N$, $0<N<n$. Its range is the occupied space (o), and the orthogonal complement is the virtual space (v). Write $P=P_0+D$ with a Hermitian error
\begin{equation}
D=\begin{pmatrix}A&B\\ B^\dagger&C\end{pmatrix},
\end{equation}
where $A$ is the oo block, $B$ the ov block and $C$ the vv block. Since $D$ need not commute with $P_0$, the order of factors must be kept. With $P_0^2=P_0$,
\begin{align}
P^2&=P_0+(P_0D+DP_0)+D^2,\\
P^3&=P_0+(P_0D+P_0DP_0+DP_0)\nonumber\\
&\quad+(P_0D^2+DP_0D+D^2P_0)+D^3 .
\end{align}
Hence $f(P_0+D)=P_0+L(D)+Q(D)-2D^3$, with
\begin{align}
L(D)&=P_0D+DP_0-2P_0DP_0,\\
Q(D)&=3D^2-2(P_0D^2+DP_0D+D^2P_0).
\end{align}
This is an identity, because $f$ is a cubic polynomial. In the linear part, a factor $P_0$ on the left keeps the upper row of blocks and a factor on the right keeps the left column. The oo block is therefore $A+A-2A=0$. The vv block is zero because every term contains a $P_0$ that removes it. The ov block receives $B$ from $P_0D$ and nothing from the other two terms. Thus
\begin{equation}
L(D)=\begin{pmatrix}0&B\\ B^\dagger&0\end{pmatrix},\qquad L(L(D))=L(D).
\end{equation}
The derivative of McWeeny's map at a projector is itself a projection, acting on matrices. Among the $n^2$ real parameters of a Hermitian error, $2N(n-N)$ pass unchanged and $N^2+(n-N)^2$ are annihilated.

The surviving errors have a plain meaning. Turning the occupied space slightly, by mixing virtual orbitals into occupied ones, changes $P_0$ to first order in the ov and vo blocks alone. These are the directions along which one can move from $P_0$ to a neighbouring projector. Every projector is a fixed point of $f$, so the map has no reason to prefer $P_0$ to its neighbours.

The second-order part shows how the new projector is built. The blocks needed are
\begin{align}
(D^2)_{oo}&=A^2+BB^\dagger, & (DP_0D)_{oo}&=A^2,\\
(D^2)_{ov}&=AB+BC, & (DP_0D)_{ov}&=AB,\\
(D^2)_{vv}&=B^\dagger B+C^2, & (DP_0D)_{vv}&=B^\dagger B .
\end{align}
In the oo block both $P_0D^2$ and $D^2P_0$ contribute, in the ov block just the first does, and in the vv block neither does. Therefore
\begin{align}
Q_{oo}&=3(A^2+BB^\dagger)-4(A^2+BB^\dagger)-2A^2=-3A^2-BB^\dagger,\\
Q_{ov}&=3(AB+BC)-2(AB+BC)-2AB=BC-AB,\\
Q_{vv}&=3(B^\dagger B+C^2)-2B^\dagger B=B^\dagger B+3C^2 .
\end{align}
So the statement that ov errors pass unchanged is a first-order one: products of $B$ with the diagonal errors alter the ov block at second order.

To follow the iteration to its end, let $R=P^2-P$ measure the failure of idempotency. Multiplying out gives
\begin{equation}
f(P)-P=-(2P^3-3P^2+P)=(1-2P)R .
\end{equation}
All matrices here are polynomials in $P$ and commute. From $f=P^2(3-2P)$ and $1-f=(1-P)^2(1+2P)$, the new residual is
\begin{equation}
f^2-f=-R^2(3-2P)(1+2P)=-R^2(3-4R),
\end{equation}
since $(3-2P)(1+2P)=3+4P-4P^2$. Small idempotency errors are thus squared at each step, apart from a factor close to $3$. Initially $R$ has the blocks $A$, $0$, $-C$ to first order, so after one step the residual is of order $D^2$ and block diagonal to that order. The second step can then change the ov block by terms of order $D^3$ at most, and the later changes shrink rapidly. The limit $P_\infty$ has the ov block
\begin{equation}
B_\infty=B+BC-AB+O(D^3).
\end{equation}
With $X=P_\infty-P_0$, idempotency of the limit reads $X=P_0X+XP_0+X^2$. Its oo and vv blocks give
\begin{equation}
X_{oo}=-(X^2)_{oo}=-BB^\dagger+O(D^3),\qquad X_{vv}=(X^2)_{vv}=B^\dagger B+O(D^3).
\label{eq:curv}
\end{equation}

How large may $D$ be? Because $f(P)$ is a polynomial in $P$, it has the eigenvectors of $P$, and each eigenvalue $x$ moves by $x\mapsto f(x)$. For $0<x<\tfrac12$ one has $f(x)>0$ and $f(x)-x=-x(1-x)(1-2x)<0$, so the iterates fall to the fixed point $0$. For negative $x$ the value $f(x)=x^2(3-2x)$ is positive, and it stays below $\tfrac12$ as long as $x>(1-\sqrt3)/2$, which is the negative root of
\begin{equation}
4x^3-6x^2+1=(2x-1)(2x^2-2x-1)=0 .
\end{equation}
The symmetry $f(1-x)=1-f(x)$ gives the corresponding interval around $1$. An error $D$ shifts no eigenvalue by more than its spectral norm $\|D\|_2$. If $\|D\|_2<(\sqrt3-1)/2\approx0.366$, the iteration therefore converges to the projector on the eigenvectors of $P$ with eigenvalues above $\tfrac12$, and the rank stays $N$. This projector is fixed by the $P$ one starts from. Purification cannot turn it towards $P_0$, because no information about $P_0$ enters the map.

The two-orbital case with all three errors shows what this means for the elements. Take $a=0.03$, $b=0.05$, $c=-0.02$. Then $b+bc-ab=0.05-0.0010-0.0015=0.0475$. The cubic term contributes $-2(D^3)_{12}=-0.00032$, so one step gives $P_{12}=0.04718$. The next two steps give $0.04740$ and $0.04740$. Meanwhile $P_{11}-1$ goes from $0.03$ to $-0.00545$ and settles at $-0.00225$. The limit also follows directly. Half the difference of the diagonal elements is $(1+a-c)/2$, and projecting on the upper eigenvector of the $2\times2$ matrix gives
\begin{equation}
P_{12}^{\infty}=\frac{b}{\sqrt{(1+a-c)^2+4b^2}}=\frac{0.05}{\sqrt{1.05^2+0.01}}=0.0474 .
\end{equation}
The drop from $0.05$ to $0.0474$ is no partial repair. The eigenvectors have not turned at all; the element changes because the eigenvalues do.

In a sparse calculation small elements are discarded again and again, so fresh errors enter at every step. Model this by $P_{k+1}=f(P_k)+E_k$ with small Hermitian $E_k$, and let $X_k=P_k-P_0$. To first order $X_{k+1}=L(X_k)+E_k$. In blocks, after $n_s$ steps,
\begin{equation}
B_{n_s}=B_0+\sum_{k=0}^{n_s-1}(E_k)_{ov},\qquad
A_{n_s}=(E_{n_s-1})_{oo},\qquad C_{n_s}=(E_{n_s-1})_{vv}.
\label{eq:acc}
\end{equation}
The diagonal blocks remember the last error alone, while the ov block remembers all of them with equal weight. They add as matrices, so the sum need not grow. Within this first-order law, equal errors give growth proportional to $n_s$. For independent errors of zero mean the cross terms average out, the mean square grows as $n_s$, and the typical size grows as $\sqrt{n_s}$. Errors of alternating sign cancel. What is absent from the first-order law in every case is damping. The law holds while $n_s\|E_k\|\ll1$. Beyond that the second-order term $BC-AB$, with $A$ and $C$ renewed by each added error, accumulates. For two orbitals and a repeated error with diagonal elements $a$ and $c$ it multiplies the ov element by about $1+c-a$ per step as long as that element is small, which damps or amplifies it according to the sign of $c-a$. Once the element is no longer small this factor fails. The repeated error then turns $P$ towards the projector on its own upper eigenvector, and for a purely diagonal error with $c>a$ the occupied and empty orbitals end up exchanged.

A ring of $120$ sites with one orbital per site will give these laws numbers. The Hamiltonian $H$ has hopping elements $-3$ and $-2$ eV on alternating bonds and zero site energies. For wave number $k$ per two-site cell the levels are $\pm|3+2e^{ik}|$ eV, so they lie between $1$ and $5$ eV in magnitude. The lower $60$ levels are filled with spinless electrons. The excitation energies $\varepsilon_a-\varepsilon_i$ from occupied $i$ to virtual $a$ then run from $\Delta_{\min}=2$ eV to $\Delta_{\max}=10$ eV. Diagonalizing $H$ numerically gives $P_0$ and the orbitals that define the blocks.

Let $\|X\|$ without index denote the Frobenius norm, the root of the sum of squared moduli of the elements. Start from $P_0$ and add, after each of $50$ McWeeny steps, a random symmetric matrix of norm $10^{-6}$. One such matrix has an ov block of norm $4.965\times10^{-7}$. If the same matrix is added each time, (\ref{eq:acc}) predicts $50\times4.965\times10^{-7}=2.48\times10^{-5}$, and the full iteration ends at $2.48\times10^{-5}$. With $50$ independent matrices it ends at $3.6\times10^{-6}$, against the typical value $\sqrt{50}\times4.965\times10^{-7}=3.5\times10^{-6}$. With alternating signs $1.1\times10^{-12}$ is left, a second-order effect beyond the reach of a first-order law. The step after $+E$ adds the term $BC-AB$ of $Q_{ov}$, formed from the blocks of $E$; the following $-E$ removes $B$ but not this term, and the step after $-E$ adds nothing at second order because the ov block is then almost empty. The remainder is thus about $(n_s/2)\,\|BC-AB\|$, here $25$ such terms, and it grows with $n_s$. In all three runs the oo and vv blocks together have norm $7.1$ or $7.2\times10^{-7}$ at the end, the size of these blocks in a single added error.

Deletion according to a fixed sparsity pattern is a special case, since its errors are not free. Let $S$ set to zero all elements outside a symmetric pattern, and iterate $P_{k+1}=S f(P_k)$ from $P_0$. With $w=(S-1)P_0$, minus the deleted part of $P_0$, the first-order law is $X_{k+1}=w+SL(X_k)$. Its tangent part $Y_k=L(X_k)$ obeys
\begin{equation}
Y_{k+1}=Lw+MY_k,\quad M=LSL,\qquad Y_{n_s}=\sum_{j=0}^{n_s-1}M^jLw ,
\end{equation}
where $LY_k=Y_k$ was used. Both $L$ and $S$ are orthogonal projections for the inner product $\langle X,Z\rangle=\mathrm{Tr}\,X^\dagger Z$. Hence $\langle X,MX\rangle=\|SLX\|^2$, and the eigenvalues $\mu$ of $M$ lie between $0$ and $1$. Along an eigenmode the sum multiplies $Lw$ by $t=1+\mu+\dots+\mu^{n_s-1}$, which never decreases with $n_s$. In this linear law the subspace error therefore never shrinks.

Nor, within the linear law, does it grow without limit. Because $Sw=0$, one may write $Lw=L(1-S)w$. A mode $u$ in the range of $L$ with $\mu=1$ satisfies $Su=u$, so $\langle u,Lw\rangle=\langle(1-S)u,w\rangle=0$: the modes that would grow linearly are not driven. For the others $t$ tends to $1/(1-\mu)$, and for a finite matrix the error saturates. A bound follows from
\begin{equation}
L(1-S)\,[L(1-S)]^\dagger=L(1-S)L=L-M .
\end{equation}
The squared norm of the operator that takes $w$ to $Y_{n_s}$ is the largest value of $(1-\mu)t^2=(1-\mu^{n_s})\,t\le n_s$ over the modes, so that $\|Y_{n_s}\|\le\sqrt{n_s}\,\|w\|$.

On the ring, delete all elements between sites more than $40$ bonds apart. Then $\|w\|=2.05\times10^{-4}$. The norm of the ov block is $1.02\times10^{-4}$ after one step, $1.53\times10^{-4}$ after two, $2.04\times10^{-4}$ after ten and $2.05\times10^{-4}$ after a hundred. The error doubles and then levels off over these hundred steps. The saturation argument covers the linear law only; the quadratic terms it leaves out are not bound by it and may build up slowly over many more steps. Since $Y$ contains the ov block and its adjoint, the bound for the ov block is $\sqrt{n_s/2}\,\|w\|$, or $1.4\times10^{-3}$ at a hundred steps, well above the actual value. The ratios $1:1.5:2$ are those of a geometric sum with $\mu=\tfrac12$. That modes near this value dominate here is inferred from the numbers, not derived.

Now stop deleting and apply eight McWeeny steps. The residual $\|P^2-P\|$ falls from $7.8\times10^{-6}$ to $1.4\times10^{-15}$, the level of rounding. The ov norm remains $2.046\times10^{-4}$. A small idempotency residual, or a trace equal to $N$, thus says nothing about whether the occupied space is the right one.

A test that does see the error needs information about $P_0$, and for small errors $H$ supplies it through the commutator $HP-PH$. This detects a turning of the occupied space, though not a projector on the wrong set of eigenorbitals of $H$, which also commutes with $H$. Assume that $P_0$ projects on the lowest $N$ levels of $H$, with a gap above them, so that $H$ commutes with $P_0$ and every $\varepsilon_a-\varepsilon_i$ is positive, and use the eigenorbitals of $H$. Then
\begin{equation}
(HP-PH)_{ia}=(\varepsilon_i-\varepsilon_a)B_{ia}.
\end{equation}
After purification the oo and vv blocks of the error are of second order, so to leading order the commutator norm is $\sqrt2\,[\sum_{ia}(\varepsilon_a-\varepsilon_i)^2|B_{ia}|^2]^{1/2}$, the factor $\sqrt2$ coming from the vo block. On the ring it is $1.29\times10^{-3}$ eV. The energy $\mathrm{Tr}\,HP$ is less sensitive. The ov block does not enter the trace, because $H$ has no ov block, and (\ref{eq:curv}) gives
\begin{equation}
\mathrm{Tr}\,H(P-P_0)\approx\sum_{ia}(\varepsilon_a-\varepsilon_i)|B_{ia}|^2 .
\end{equation}
Since every excitation energy is positive, this is positive for $B\ne0$, and it is quadratic in $B$. Here it amounts to $1.6\times10^{-7}$ eV for the whole ring. Dividing by $\|B\|^2=4.18\times10^{-8}$ gives a weighted mean excitation energy of $3.8$ eV, between the limits of $2$ and $10$ eV. A quantity that does not commute with $P_0$ can have an error linear in $B$.

The Hamiltonian can also repair the subspace. Consider the step
\begin{equation}
P\;\mapsto\;P-s\,[P,[P,H]],\qquad s>0 .
\end{equation}
Since $[P_0,H]=0$, the inner commutator is $K=[D,H]$, with ov elements $K_{ia}=B_{ia}\varepsilon_a-\varepsilon_iB_{ia}$. As $K$ is already of first order, the outer commutator may be taken with $P_0$, and $(P_0K-KP_0)_{ia}=K_{ia}$. Therefore
\begin{equation}
B_{ia}\;\mapsto\;[1-s(\varepsilon_a-\varepsilon_i)]\,B_{ia},
\end{equation}
and a McWeeny step afterwards restores idempotency without spoiling this gain to first order. All elements shrink if $0<s<2/\Delta_{\max}$. The worst factor is smallest when the two ends of the excitation range contract equally, $1-s\Delta_{\min}=s\Delta_{\max}-1$, so that
\begin{equation}
s=\frac{2}{\Delta_{\min}+\Delta_{\max}},\qquad
\text{worst factor}=\frac{\Delta_{\max}-\Delta_{\min}}{\Delta_{\max}+\Delta_{\min}} .
\end{equation}
For the ring $s=2/12=0.167$ eV$^{-1}$ and the worst factor is $8/12=0.67$. The first step, with no deletion, multiplies the ov norm by $0.52$, and after $60$ steps the norm is $5\times10^{-15}$, the level of rounding. As the gap closes the worst factor tends to $1$ and the repair becomes slow. If deletion continues, each new deletion feeds the ov block again, and the Hamiltonian steps then have to work against a persistent source.
